# Mean free path of a helical Dirac cone for a target conductance

## Problem

A topological insulator surface carries one helical Dirac cone: each wavevector in the upper band holds a single electron state, whose spin direction is fixed by the direction of motion. The Fermi wavevector is $k_F=1.0\ \mathrm{nm^{-1}}$. The surface is considered as a conducting sheet for an interconnect, with a target sheet conductance of 5.0 mS, or 200 ohm per square.

1. Derive the sheet conductance in terms of $k_F$ and the transport mean free path $l$, and find the $l$ that meets the target.
2. For short-range, non-magnetic disorder, how far does an electron travel between collisions when $l$ has this value?
3. How long must a line be for the sheet conductance to describe it?
4. For rough parameters of a Bi$_2$Se$_3$ surface, which neglected effects matter most?

In parts 1 to 3, take low temperature, elastic scattering and $k_Fl\gg1$. Treat transport semiclassically, without quantum interference between scattering paths.

## Solution

### 1. Conductance and required length

The Hamiltonian is

$$H=\hbar v(k_x\sigma_y-k_y\sigma_x),$$

where $v$ is the Dirac velocity and $\sigma_x,\sigma_y$ are Pauli matrices. Since $H^2=(\hbar vk)^2$, the upper band is $E=\hbar vk$. Its velocity has magnitude $v$ and points along $\mathbf k$.

The allowed wavevectors have density $1/(2\pi)^2$ per unit area of the sample, with one state each. The carrier density, counted from the Dirac point, and the density of states at the Fermi energy are therefore

$$n=\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{4\pi},\qquad
N=\frac{dn/dk_F}{dE/dk_F}=\frac{k_F}{2\pi\hbar v}.$$

Apply a field $F$ along $x$. The electron charge is $-e$, so $\hbar\,dk_x/dt=-eF$. In the steady state, the drift of the distribution $f$ balances its relaxation towards the equilibrium distribution $f_0$:

$$-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f-f_0}{\tau}.$$

Here $\tau$ is the transport time, which part 2 relates to the collision rate. To first order in $F$, using $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial E$,

$$f-f_0=eF\tau v_x\frac{\partial f_0}{\partial E}.$$

The current density is $-e$ times the sum of $v_x(f-f_0)$ over states. The two minus signs, from the charge and from the slope of $f_0$, combine to give a positive conductance:

$$\sigma=e^2\int\frac{d^2k}{(2\pi)^2}\,v_x^2\,\tau\left(-\frac{\partial f_0}{\partial E}\right).$$

At low temperature the last factor selects the Fermi circle. With $\theta$ the direction of motion, the average of $v_x^2=v^2\cos^2\theta$ over that circle is $v^2/2$. Setting $l=v\tau$,

$$\sigma=e^2N\frac{v^2\tau}{2}
=e^2\,\frac{k_F}{2\pi\hbar v}\,\frac{vl}{2}
=\frac{e^2k_Fl}{4\pi\hbar}.$$

Since $h=2\pi\hbar$, this is

$$\boxed{\sigma=\frac{e^2}{h}\frac{k_Fl}{2}},\qquad
l=\frac{2\sigma}{(e^2/h)k_F}.$$

The velocity has cancelled: at fixed $k_F$ and $l$, a faster cone has proportionally fewer states per unit energy.

With $e^2/h=0.038740$ mS,

$$\frac{\sigma}{e^2/h}=\frac{5.0}{0.038740}=129.06,\qquad
l=\frac{2\times129.06}{1.0\ \mathrm{nm^{-1}}}\approx258\ \mathrm{nm}.$$

The required transport mean free path is thus roughly 260 nm. If two equal cones, such as those on the top and bottom surfaces, shared the current at the same $k_F$, each would need 129 nm.

The density is $7.96\times10^{12}\ \mathrm{cm^{-2}}$, so the corresponding mobility is

$$\mu_m=\frac{\sigma}{ne}
=\frac{5.0\times10^{-3}\ \mathrm{S}}{(7.96\times10^{12}\ \mathrm{cm^{-2}})(1.602\times10^{-19}\ \mathrm{C})}
\approx3900\ \mathrm{cm^2/Vs}.$$

The semiclassical condition is well met, since $k_Fl\approx258$. As a test, the conductance was also computed from the Kubo formula with the full two-band Green function, including interband terms. The broadening was a constant $\hbar/(2\tau)$ without vertex corrections, so $v\tau$ plays the part of $l$. Solving numerically for 5.0 mS again gave 258.1 nm. This calculation also leaves out quantum interference between scattering paths.

### 2. Distance between collisions

The upper-band spinor for direction $\theta$ is

$$|\theta\rangle=\frac{1}{\sqrt2}\begin{pmatrix}1\\ ie^{i\theta}\end{pmatrix}.$$

For a deflection $\Delta=\theta'-\theta$, the overlap is $\langle\theta|\theta'\rangle=(1+e^{i\Delta})/2$, and hence

$$|\langle\theta|\theta'\rangle|^2=\frac{1+\cos\Delta}{2}.$$

This vanishes at $\Delta=\pi$: a potential that does not act on spin cannot reverse an electron in one collision.

Let the disorder potential be uncorrelated from point to point, with $\langle V(\mathbf r)V(\mathbf r')\rangle=W\delta(\mathbf r-\mathbf r')$. The golden rule gives the total collision rate

$$\frac1{\tau_q}=\frac{2\pi}{\hbar}NW\left\langle\frac{1+\cos\Delta}{2}\right\rangle
=\frac{2\pi}{\hbar}NW\cdot\frac12,$$

where the brackets denote an average over all $\Delta$.

The current relaxes at a different rate. The deviation $f-f_0$ is proportional to $\cos\theta$, and scattering replaces it by $\cos(\theta+\Delta)=\cos\theta\cos\Delta-\sin\theta\sin\Delta$. The sine term averages to zero because deflections to left and right are equally likely. Each collision therefore counts with weight $1-\cos\Delta$:

$$\frac1\tau=\frac{2\pi}{\hbar}NW\left\langle\frac{(1+\cos\Delta)(1-\cos\Delta)}{2}\right\rangle
=\frac{2\pi}{\hbar}NW\left\langle\frac{\sin^2\Delta}{2}\right\rangle
=\frac{2\pi}{\hbar}NW\cdot\frac14.$$

Thus $\tau=2\tau_q$, and the mean distance between collisions is

$$l_q=v\tau_q=\frac l2\approx129\ \mathrm{nm}.$$

Without the spinor factor, both averages would be 1 and the two lengths would coincide. Numerical solution of the linearized Boltzmann equation gave $l/l_q=2.000$ with the spinor overlaps and 1.000 without them. The factor 2 belongs to short-range disorder; a smoother potential favours small deflections and makes the ratio larger.

Inserting $N=k_F/(2\pi\hbar v)$ into $1/\tau$ gives a relation needed in part 4:

$$\frac1\tau=\frac{k_FW}{4\hbar^2v},\qquad
l=v\tau=\frac{4(\hbar v)^2}{k_FW}.$$

### 3. Length of the line

Consider a strip of width $w$, with $w\gg1/k_F$, that is so short that no scattering occurs. The transverse wavevectors are spaced by $2\pi/w$ and run from $-k_F$ to $k_F$, which gives $k_Fw/\pi$ modes. Each has one forward-moving state at the Fermi energy and contributes $e^2/h$ for ideal contacts:

$$\frac{G_b}{w}=\frac{e^2}{h}\frac{k_F}{\pi}\approx12.3\ \mathrm{mS/\mu m}.$$

This finite conductance acts as a contact resistance. As an estimate, which is too low by a few per cent when the line length is comparable to $l$, add it in series with the diffusive resistance of a line of length $L$:

$$R\approx\frac1{G_b}+\frac{L}{\sigma w}.$$

The two terms are equal at

$$L=\frac{\sigma}{G_b/w}=\frac{k_Fl/2}{k_F/\pi}=\frac{\pi l}{2}\approx405\ \mathrm{nm}.$$

A line of 10 µm has a contact term of about 4% of its diffusive resistance. A line of 100 nm is dominated by the contact term, and improving $l$ further could lower its resistance by only about a fifth. If the side walls scatter electrons diffusely, the width must also be much greater than $l$ for the sheet value to apply.

### 4. A Bi$_2$Se$_3$ surface

Take the rough value $v=5\times10^5$ m/s. Then $\hbar v=0.329$ eV nm, the Fermi energy is $E_F=0.329$ eV above the Dirac point, and the required transport time is $l/v\approx0.52$ ps.

**Shape of the Fermi line.** The crystal adds a term $\lambda k^3\cos3\theta\,\sigma_z$, with $\lambda$ roughly 0.13 eV nm$^3$, which turns the Fermi circle into a rounded hexagon: the radius varies by only about 7%, but the sides become nearly straight. Let $ds$ be an element of the Fermi line and $\varphi$ the direction of the velocity there. The conductance integral becomes

$$\sigma=\frac{e^2}{4\pi^2\hbar}\oint ds\,l\cos^2\varphi=\frac{e^2lS}{8\pi^2\hbar},$$

where $S$ is the perimeter. The second form holds for constant $l$, because threefold symmetry makes the average of $\cos^2\varphi$ along the line equal to $1/2$. At fixed density and fixed $l$, the computed conductance rises by 0.9%. This is the effect on the length required. The length that given disorder allows changes more, because warping also alters the velocity, the density of states and the spinors. For short-range disorder of fixed strength $W$, solving the Boltzmann equation with all these changes gives a conductance about 29% higher than for the circular cone. The phonon estimate below uses the circular cone; the same correction would raise its conductance from 1.4 to about 1.8 mS, still well below the target.

**Thermal smearing.** The density of states is proportional to $E$. At fixed density, the Sommerfeld expansion then gives $\mu^2+\pi^2(k_BT)^2/3=E_F^2$ for the chemical potential $\mu$, apart from exponentially small terms. At constant $l$ the conductance is proportional to the thermal average of $|E|$, which is $\mu$ to the same accuracy. At 300 K, with $k_BT=0.0259$ eV,

$$\frac{\sigma(T)}{\sigma(0)}=\sqrt{1-\frac{\pi^2}{3}\left(\frac{0.0259}{0.329}\right)^2}\approx0.990.$$

**Phonons.** Acoustic vibrations produce a potential $D\,\nabla\!\cdot\mathbf u$, where $\mathbf u$ is the displacement and $D$ the deformation potential. For a longitudinal mode of wavevector $q$ in area $A$, equipartition gives $\rho Av_s^2q^2\langle|u_q|^2\rangle=k_BT$, with $\rho$ the mass per area of the layer involved and $v_s$ the sound velocity. Hence

$$\langle|V_q|^2\rangle=D^2q^2\langle|u_q|^2\rangle=\frac{D^2k_BT}{\rho v_s^2A}.$$

This does not depend on $q$. The phonon energies involved are at most $2\hbar v_sk_F$, about 4 meV for the inputs below, which is small compared with $k_BT$ at 300 K, so the collisions are nearly elastic. The phonons therefore act like the short-range disorder of part 2, with $W=D^2k_BT/(\rho v_s^2)$. Rough inputs are $D=10$ eV, $\rho=7.5\times10^{-6}$ kg/m$^2$ (a layer 1 nm thick) and $v_s=3000$ m/s. They give $W=0.00614$ eV$^2$ nm$^2$ at 300 K and

$$l_{ph}=\frac{4(0.329)^2}{1.0\times0.00614}\ \mathrm{nm}\approx71\ \mathrm{nm},$$

which corresponds to about 1.4 mS. In this model the target is out of reach at room temperature, even without defects. Raising $k_F$ does not help while the cone stays linear and $W$ is unchanged, because $k_Fl_{ph}$ is independent of $k_F$. Since $l_{ph}\propto1/T$, acoustic phonons alone would allow 258 nm at about 80 K for the circular cone, and the target conductance at about 105 K with the warping correction; defects and optical phonons, both left out here, would require a lower temperature still. The result is sensitive to $D$, which is poorly known: halving it multiplies $l_{ph}$ by four, to about 280 nm at 300 K, while $D=25$ eV would cut it to about 11 nm. In that case 258 nm is reached only below about 20 K, where the $1/T$ law no longer holds: it requires $k_BT$ above $2\hbar v_sk_F$, that is, $T$ above about 46 K.

**Bulk carriers.** The bulk conduction band starts roughly 0.20 eV above the Dirac point, below $E_F$. With flat bands and a bulk mass $m_b$ of roughly 0.15 electron masses, the spin-degenerate bulk density is

$$n_b=\frac{[2m_b(E_F-0.20\ \mathrm{eV})]^{3/2}}{3\pi^2\hbar^3}\approx1.2\times10^{19}\ \mathrm{cm^{-3}}.$$

A 10 nm film then holds $1.2\times10^{13}$ bulk electrons per cm$^2$. At a rough mobility of 1000 cm$^2$/Vs they conduct about 2.0 mS in parallel with the surface. If such a film showed 5.0 mS in total and one surface cone carried the rest, its mean free path would be about 157 nm, not 258 nm. This is a rough estimate, because so thin a film has few bulk subbands. With hard walls and the same mass in all directions, only two are filled: the bulk part falls to about 1.3 mS and the surface path becomes about 190 nm. All these figures use the $E_F$ of the circular cone. At the same surface density, warping raises $E_F$ to about 0.341 eV, which changes them to 2.2 mS and 143 nm without confinement and to 1.6 mS and 177 nm with hard walls. If the mass across the film is also heavier, for example 0.25 electron masses, three subbands are filled and the hard-wall values become 2.1 mS and about 150 nm. Band bending would change these values further. Surface electrons can also scatter into the bulk states at the same energy. This shortens their mean free path by an amount that depends on how far the surface and bulk wavefunctions overlap, and it is not included in the estimates here.

For these parameters and a cone that carries the whole current, warping and smearing shift the required length by about 1% each, although warping has a larger effect on the length that given disorder allows. Among the effects estimated here, phonons and bulk conduction matter most: phonons limit the temperature at which the target can be reached, and bulk conduction affects how a measurement must be read. The 258 nm is the length that one surface cone needs when it carries the whole current. With these rough inputs phonons rule it out at room temperature; at low temperature it still requires sufficiently weak scattering by defects. A measured film conductance must first be separated into surface and bulk parts before it can be compared with that length. The numerical output lists the inputs used.

## Computed results

```
Fermi wavevector: 1.0 1/nm
target sheet conductance: 5.0 mS
sheet resistance: 200 ohm per square
e^2/h: 0.038740 mS
sigma/(e^2/h): 129.06
required transport mean free path: 258.1 nm
same from Kubo inversion: 258.1 nm
if two equal cones share the current: 129.1 nm
collision length, short-range disorder: 129.1 nm
transport/collision length, helical: 2.000
transport/collision length, no spinor factor: 1.000
kF*l: 258.1; 1/(kF*l): 0.0039
ballistic conductance per width: 12.33 mS/um
length with equal contact and diffusive R: 405 nm
rough velocity: 5.0e+05 m/s; hbar*v: 0.329 eV nm
Fermi energy above Dirac point: 0.329 eV
surface carrier density: 7.96e+12 1/cm^2
required mobility: 3922 cm^2/Vs
required transport time: 0.516 ps
warping coefficient (rough): 0.13 eV nm^3
conductance ratio warped/circular: 1.0092
temperature of use: 300 K; kT: 0.0259 eV
conductance ratio from smearing: 0.9898
deformation potential (rough): 10 eV
layer mass (rough): 7.5e-06 kg/m^2
sound velocity (rough): 3000 m/s
phonon noise strength W at 300 K: 0.00614 eV^2 nm^2
phonon-limited mean free path at 300 K: 71 nm
phonon-limited conductance at 300 K: 1.37 mS
temperature where phonon path = required: 82 K
Bloch-Grueneisen temperature: 46 K
quantum/classical phonon noise there, at 2kF: 1.026
bulk band edge above Dirac point (rough): 0.20 eV
bulk mass (rough): 0.15 electron masses
film thickness: 10 nm
bulk mobility (rough): 1000 cm^2/Vs
bulk carrier density: 1.22e+19 1/cm^3
parallel bulk conductance: 1.96 mS
surface path if bulk carries that part: 157 nm
```
